Comment on classical cavity fields as a cause of ground-state change

**The argument under review**

The manuscript considers a polar molecule in a dark optical cavity and proposes a two-stage calculation of its ground state. First, the Kohn-Sham equations are solved together with a classical Maxwell equation for the cavity mode. The permanent dipole displaces the mode, the displaced mode acts back on the electrons, and the resulting density is taken as the leading cavity effect. Second, an electron-photon exchange-correlation (xc) term is added as a refinement. The argument rests on the observation that the mode coordinate has a nonzero mean. We ask what force this mean exerts on the electrons.

**Hamiltonian and conventions**

We use atomic units, clamped nuclei, the dipole approximation and the length gauge. One mode has frequency ω, coordinate q and momentum p, with [q, p] = i. Its coupling vector is λ. We write d = Σ r_i for the sum of the electron positions; the electronic electric dipole is −d. A fixed nuclear dipole adds a constant to λ·d and can be absorbed by shifting q. The Hamiltonian is

H = H_el + p²/2 + (ωq − λ·d)²/2.

Expanding the square gives the mode's harmonic energy, the bilinear coupling −ωq λ·d and the dipole self-energy (λ·d)²/2. The electronic part H_el = T + W + Σ v(r_i) contains kinetic energy, repulsion and the external potential. We assume that a normalizable ground state exists and, at first, that nothing drives the mode from outside.

"Classical" or "mean-field" light means that the operators in the last term are replaced by their means. With d[n] = ∫ r n(r) d³r, the interaction energy is then

E_M = (ωq − λ·d[n])²/2.

Since δ(λ·d[n])/δn(r) = λ·r, its functional derivative is the potential felt by each electron:

v_M(r) = (λ·r)(λ·d[n] − ωq).

The force thus depends on the difference between λ·d and ωq, and a nonzero q alone does not establish a force.

**What the mode equation requires**

From dp/dt = i[H, p] and [q, p] = i,

dp/dt = i · iω(ωq − λ·d) = −ω(ωq − λ·d).

The mean of a time derivative is zero in a stationary state. Hence

ω⟨q⟩ = λ·⟨d⟩, and therefore v_M(r) = 0.

The displacement cited in the manuscript is real, but it is just the one that cancels the self-energy force. With several modes, each has its own stationarity condition, so each contribution vanishes separately.

One might still ask whether the self-consistent Maxwell-Kohn-Sham equations have another, lower solution. Let E_KS be the energy of the cavity-free Kohn-Sham problem with any chosen electronic functional. With classical light the energy to be minimized is

E_MKS = E_KS + p²/2 + (ωq − λ·d[n])²/2 ≥ E_KS.

Equality holds for p = 0 and ωq = λ·d[n], a choice available for every density. The minimum over orbitals and mode is therefore the cavity-free minimum, with the same orbitals and energy. The first stage of the proposed calculation returns its starting point.

**Where the change enters**

The exact ground state is not bound by this result, because a product of means is not the mean of a product. To locate the difference, fix a density n and a mean coordinate q̄, and define F[n, q̄] as the minimum of

⟨T + W + p²/2 + (ωq − λ·d)²/2⟩

over all electron-photon states, pure or mixed, with these means. Write q = q̄ + δq and d = d[n] + δd. The fluctuations have zero mean, so the cross term in the square drops out:

⟨(ωq − λ·d)²⟩/2 = (ωq̄ − λ·d[n])²/2 + ⟨(ωδq − λ·δd)²⟩/2.

A translation of the mode coordinate changes q̄ but leaves n, T, W, p² and the fluctuations untouched. The remaining minimum therefore cannot depend on q̄, and

F[n, q̄] = (ωq̄ − λ·d[n])²/2 + G[n].

Let F_el[n] be the minimum of ⟨T + W⟩ without the cavity, taken over pure and mixed electronic states with density n. We define

E_xc^ep[n] = G[n] − F_el[n] − ω/2,

where ω/2 is the constant zero-point energy of the empty mode. The ground-state energy is the minimum of

F_el[n] + ∫ v n d³r + (ωq̄ − λ·d[n])²/2 + E_xc^ep[n] + ω/2.

Minimization over q̄ removes the classical term. What distinguishes the remaining density problem from the cavity-free one is E_xc^ep. Where the functional derivatives exist, the new Kohn-Sham potential is v_xc^ep = δE_xc^ep/δn. The Hartree and electronic xc potentials may also change, but they do so by following the density.

This functional has two simple bounds. For the lower one, set Q = q − λ·d/ω. Then [Q, p] = i, and p²/2 + ω²Q²/2 is an oscillator energy, at least ω/2 in any state. Also ⟨T + W⟩ ≥ F_el[n], because tracing out the mode leaves the electrons in a state of density n, in general a mixed one, and the definition of F_el includes such states. Choosing ωq̄ = λ·d[n], so that F = G, gives E_xc^ep ≥ 0. For the upper one, take as trial state the product of the electronic minimizer for n and the mode's vacuum Gaussian centred at q̄. The mode contributes ω/2, the correlation ⟨δq δd⟩ is zero, and the dipole variance in that electronic minimizer remains:

0 ≤ E_xc^ep[n] ≤ Var(λ·d)/2.

The potential also has a property that separates it from a classical uniform field. G and F_el are unchanged when the whole density is translated, since they contain fluctuations and not the position of the mean. For a small translation a, δn = −a·∇n, and hence

0 = −∫ v_xc^ep a·∇n d³r = a·∫ n ∇v_xc^ep d³r.

The potential can squeeze or reshape the density, but it exerts no net force on it.

**Size of the effect at weak coupling**

Let the bare ground state be nondegenerate, let ε_k be the bare excitation energies with ε_0 = 0, and let D_k = ⟨k|λ·d|0⟩. To order λ², the self-energy contributes in first-order perturbation theory:

⟨(λ·d)²⟩/2 = ½ Σ_k |D_k|².

The bilinear term contributes in second order. It creates one photon, with q = (a + a†)/√(2ω), so the squared matrix element is ω|D_k|²/2 and the energy denominator is −(ε_k + ω). The sum of the two contributions is

ΔE = ½ Σ_k |D_k|² [1 − ω/(ε_k + ω)] = ½ Σ_k |D_k|² ε_k/(ε_k + ω).

The k = 0 term, which holds the permanent dipole, vanishes: the mean-field cancellation reappears in perturbation theory. Transition dipoles carry the shift, so a nonpolar molecule has one as well.

For ω far below the contributing ε_k, the shift approaches half the variance of λ·d. For ω far above them it approaches Σ_k |D_k|² ε_k/(2ω). The sum follows from the double commutator

⟨[λ·d, [H_el, λ·d]]⟩ = 2 Σ_k ε_k |D_k|² = N|λ|²,

for N electrons and a local external potential. The high-frequency limit is thus N|λ|²/(4ω) at fixed λ.

**A one-electron check**

For one electron the Hartree and electronic xc potentials cancel, which isolates v_xc^ep. We take the one-dimensional well

v(x) = x²/2 + 0.2x³ + 0.1x⁴, ω = 1, λ = 0.3,

with round model parameters, and diagonalize the coupled Hamiltonian. The bare mean position is −0.1762 bohr, so with the compensating positive charge placed at x = 0 the system is polar. In the coupled ground state it is −0.1752 bohr, and

λ⟨x⟩ = 0.3 × (−0.175246) = −0.05257 = ω⟨q⟩.

The difference is zero to numerical precision. Its fluctuations are not: the variance of ωq − λx is 0.516 hartree, against ω/2 = 0.500 hartree for an uncoupled mode.

The energy, after subtraction of ω/2, rises by 0.01046 hartree, or 0.285 eV. The second-order formula gives 0.01051 hartree, about 0.5% above the coupled result. The classical mean-field shift is zero to numerical precision. Of the rise, 0.01044 hartree is E_xc^ep; the remaining 0.00002 hartree is the cost in F_el + ∫ v n of moving the density away from the bare minimum.

The density determines the potential. With φ = √n, the one-electron Kohn-Sham equation −φ″/2 + v_s φ = μφ gives

v_s = μ + φ″/(2φ), v_xc^ep = v_s − v.

Relative to its value at x = 0, v_xc^ep is 0.0083 hartree at x = −1 bohr and 0.0170 hartree at x = 1 bohr. At x = −2 and 2 bohr it is 0.041 and 0.068 hartree. It is higher at these points on both sides, and the position spread falls from 0.6629 to 0.6600 bohr. Half the integrated absolute density change is 0.0022 electron. The net xc force vanishes to numerical precision, while the mean absolute force is 0.0132 hartree/bohr.

The inverted potential was also tested as a functional derivative. Changing the external potential by ±0.01 cos(1.3x) hartree changes E_xc^ep by 4.7075 × 10⁻⁵ hartree between the two cases. The integral of v_xc^ep times the density difference gives 4.7077 × 10⁻⁵ hartree.

With two electrons and soft Coulomb repulsion in the same well, λ⟨d⟩ and ω⟨q⟩ are both −0.1116. The energy rises by 0.0207 hartree, below the bound of 0.0390 hartree set by the bare dipole variance. This bound applies to the rise because evaluating the energy functional at the bare density n_0 gives a rise of at most E_xc^ep[n_0], which is at most Var(λ·d)/2 in the bare ground state.

**Three calculations that can seem to contradict this**

*A matter-photon product wavefunction.* This state also neglects electron-photon correlation, but it retains quantum fluctuations within each factor. With the mode in its displaced vacuum, the electronic factor minimizes

⟨H_el⟩ + Var(λ·d)/2.

The variance changes the ground state even though v_M vanishes. In density-functional language, this contribution belongs to E_xc^ep. In the example the product state raises the energy by 0.0195 hartree, 1.9 times the coupled shift, and moves 0.0078 electron, 3.5 times the coupled value. The perturbation formula explains the excess energy: correlation between mode and dipole multiplies each |D_k|² by ε_k/(ε_k + ω). For the first excitation, at 1.131 hartree, this factor is 1.131/2.131 = 0.53.

*A missing self-energy.* If (λ·d)²/2 is omitted, the mode equation still gives ωq = λ·d, but the potential is now

v(r) = −ωq λ·r = −(λ·r)(λ·d[n]).

This is a spurious self-polarization. In the example it moves the mean position from −0.1762 to −0.1894 bohr and lowers the energy by 0.0015 hartree. A classical-light calculation that reports a changed ground state in an undriven cavity should be checked for this omission.

*A static external drive.* Add jq/ω to H. Stationarity now reads

0 = −ω(ω⟨q⟩ − λ·⟨d⟩) − j/ω,

so that λ·⟨d⟩ − ω⟨q⟩ = j/ω² and v_M(r) = (λ·r)j/ω². This potential is genuine. Substituting q = q′ − j/ω³ in the full Hamiltonian turns the square and the drive into

(ωq′ − λ·d)²/2 + (j/ω²) λ·d − j²/(2ω⁴),

because the terms linear in q′ cancel. The drive is equivalent to a uniform static force field. For j = 0.1 the slope is 0.3 × 0.1 = 0.03 hartree/bohr, and the coupled mean position moves from −0.1752 to −0.1987 bohr.

**Why the classical field still matters in spectra**

The cancellation relies on the mode having settled. For small oscillations at frequency Ω, the classical equation q̈ = −ω²q + ωλ·d gives (ω² − Ω²)δq = ωλ·δd, and therefore

λ·δd − ωδq = −[Ω²/(ω² − Ω²)] λ·δd.

Call the left side f. It enters the electronic Hamiltonian as f λ·d. For f = f₀ cos Ωt, the first-order amplitudes obey iċ_k = ε_k c_k + f D_k. Inserting c_k = A_k cos Ωt + iB_k sin Ωt gives B_k = −ΩA_k/ε_k and A_k = −ε_k D_k f₀/(ε_k² − Ω²), with real D_k. The dipole response 2 Σ_k D_k Re c_k is then

λ·δd = −f Σ_k 2ε_k D_k²/(ε_k² − Ω²).

Combining the two relations yields the condition for a free oscillation:

1 = [Ω²/(ω² − Ω²)] Σ_k 2ε_k D_k²/(ε_k² − Ω²).

With ε_k and D_k the exact bare many-electron values, this form holds for any number of electrons. Kohn-Sham orbital energies and dipoles equal these values for one electron; if they are used with more electrons, the electronic Hartree-xc response must be included. The factor Ω² removes the mean field in the static limit, while near resonance the same field mixes light and matter. In the example it turns the uncoupled frequencies 1.000 and 1.131 hartree into polaritons at 0.9130 and 1.2392 hartree. The excitations of the fully coupled Hamiltonian lie at 0.9126 and 1.2381 hartree, within 0.1% of these values. This agreement is shown only for this well and coupling. For a purely harmonic well it would be exact, because the equations of motion for ⟨x⟩ and ⟨q⟩ are then linear and involve only these means.

**Requested revision**

The first-stage calculation should be presented as a consistency check whose correct outcome is no change, unless a static drive is specified. The claimed ground-state effect must then be computed from a stated approximation to E_xc^ep, or from a correlated electron-photon wavefunction. Success of the classical field in reproducing a polariton splitting is no evidence that this field changes the ground state, since the factor Ω² removes it at zero frequency. The numerical output below gives the values behind the comparisons made here.

Table of computed values

```
mode frequency omega: 1.00 hartree
coupling lambda: 0.30 a.u.
bare ground energy: 0.535013 hartree
bare first excitation: 1.131484 hartree
bare <x>: -0.176163 bohr
bare position spread: 0.662866 bohr
coupled <x>: -0.175246 bohr
coupled position spread: 0.660013 bohr
coupled <q>: -0.052574 a.u.
lambda <x>: -0.052574 a.u.
omega <q>: -0.052574 a.u.
coupled |lambda<x>-omega<q>|: 1.2e-16 a.u.
variance of omega q - lambda x: 0.515977 hartree
coupled energy shift without omega/2: 0.010464 hartree
same shift: 0.2847 eV
second-order shift: 0.010512 hartree
upper bound from bare variance: 0.019773 hartree
density moved by coupling: 0.002230 electron
xc energy E_xc^ep: 0.010440 hartree
v_xc^ep(-2)-v_xc^ep(0): 0.040901 hartree
v_xc^ep(-1)-v_xc^ep(0): 0.008320 hartree
v_xc^ep(1)-v_xc^ep(0): 0.017031 hartree
v_xc^ep(2)-v_xc^ep(0): 0.068049 hartree
net xc force: 2.1e-11 hartree/bohr (magnitude)
mean absolute xc force: 0.013218 hartree/bohr
xc energy change, direct: 4.707522e-05 hartree
xc energy change, from potential: 4.707730e-05 hartree
classical mean-field energy shift: 2.2e-16 hartree
classical mean-field <x>: -0.176163 bohr
product-state energy shift: 0.019474 hartree
product-state position spread: 0.652922 bohr
product-state density moved: 0.007810 electron
no self-energy: energy shift: -0.001501 hartree
no self-energy: <x>: -0.189408 bohr
drive j: 0.10 a.u.
driven mean-field slope: 0.030000 hartree/bohr
driven <x>: -0.198654 bohr
two electrons: bare <d>: -0.373684 bohr
two electrons: coupled <d>: -0.372134 bohr
two electrons: lambda <d>: -0.111640 a.u.
two electrons: omega <q>: -0.111640 a.u.
two electrons: energy shift: 0.020674 hartree
two electrons: variance bound: 0.039016 hartree
lower polariton, mean field: 0.912994 hartree
upper polariton, mean field: 1.239224 hartree
first coupled excitation: 0.912595 hartree
second coupled excitation: 1.238140 hartree
```
